# Why Narrowband Heat Exchange Peaks When Damping Equals Coupling

Two spheres of radius 25 nm, with centres 75 nm apart, are held at 400 K and 300 K. In a model of their axial dipole resonances the damping \(\gamma\) can be varied while the coupling stays at \(\kappa=0.4091\) meV. At \(\gamma=0.10\) meV the resonances pass 65.8 pW; at \(\gamma=0.4091\) meV they pass 142.6 pW; at \(\gamma=3.0\) meV only 38.2 pW. In the first two cases the spectral transmission reaches its upper value, one, yet the powers differ by more than a factor of two. What sets the best damping, if it is not perfect transmission?

## The model

The algebra uses atomic units, so \(\hbar=1\) and frequencies, rates and energies share one unit. Each resonator has one mode of frequency \(\omega_0\) and complex amplitude \(a_i\), normalised so that \(|a_i|^2\) is its energy. Each is damped by its own heat bath, at temperature \(T_i\):

\[
\dot a_1=-(i\omega_0+\gamma)a_1+i\kappa a_2+\sqrt{2\gamma}\,n_1,
\]
\[
\dot a_2=-(i\omega_0+\gamma)a_2+i\kappa a_1+\sqrt{2\gamma}\,n_2 .
\]

Here \(\gamma\) is an amplitude rate, so the energy of an isolated resonator decays at \(2\gamma\). The coupling \(\kappa\) is real, which makes it lossless. Without damping or noise, the combinations \(a_1\pm a_2\) oscillate at \(\omega_0\mp\kappa\), so \(|\kappa|\) is half the mode splitting. We take \(\kappa>0\); its sign will not affect the power.

The baths are independent, and their noise has the spectrum

\[
\langle n_i^*(\omega)n_j(\omega')\rangle=2\pi\delta_{ij}\delta(\omega-\omega')\,\Theta(\omega,T_i),
\qquad
\Theta(\omega,T)=\frac{\omega}{e^{\omega/kT}-1}.
\]

The zero-point energy is left out because it is the same for both baths and cancels in the net flow. To check the noise strength, set \(\kappa=0\) and write \(\delta=\omega-\omega_0\). With time dependence \(e^{-i\omega t}\), the amplitude is \(a=\sqrt{2\gamma}\,n/(\gamma-i\delta)\). If \(\Theta\) is flat across the line,

\[
\langle|a|^2\rangle=\Theta\int_{-\infty}^{\infty}\frac{d\delta}{2\pi}\frac{2\gamma}{\gamma^2+\delta^2}
=\Theta\,\frac{2\gamma}{2\pi}\,\frac{\pi}{\gamma}=\Theta ,
\]

which is the required thermal energy.

We shall find the net power

\[
P=\Delta\Theta\,\frac{\gamma\kappa^2}{\gamma^2+\kappa^2},
\qquad \Delta\Theta=\Theta(\omega_0,T_1)-\Theta(\omega_0,T_2),
\]

and vary both dampings together, with \(\kappa\), \(\omega_0\) and the temperatures fixed.

## First derivation: the spectrum

Keep only the noise of bath 1. In frequency space the two equations become

\[
(\gamma-i\delta)a_1-i\kappa a_2=\sqrt{2\gamma}\,n_1,
\qquad
(\gamma-i\delta)a_2-i\kappa a_1=0 .
\]

The second gives \(a_1=(\gamma-i\delta)a_2/(i\kappa)\). Inserting this in the first and multiplying by \(i\kappa\), with \(-(i\kappa)^2=\kappa^2\), we obtain

\[
a_2=\frac{i\kappa\sqrt{2\gamma}\,n_1}{(\gamma-i\delta)^2+\kappa^2}.
\]

The denominator factors as \([\gamma-i(\delta-\kappa)][\gamma-i(\delta+\kappa)]\). Its squared modulus is therefore

\[
D=[(\delta-\kappa)^2+\gamma^2][(\delta+\kappa)^2+\gamma^2].
\]

Resonator 2 delivers power \(2\gamma\langle|a_2|^2\rangle\) to its bath, so

\[
P_{1\to2}=\int\frac{d\omega}{2\pi}\,\mathcal T(\omega)\,\Theta(\omega,T_1),
\qquad
\mathcal T=2\gamma\,\frac{2\gamma\kappa^2}{D}=\frac{4\gamma^2\kappa^2}{D}.
\]

Exchanging the labels leaves \(\mathcal T\) unchanged, so the reverse flow has the same transmission with \(\Theta(\omega,T_2)\). The net power is the difference. If \(\Delta\Theta\) varies little over the band that matters, it can be taken out at \(\omega_0\) and the frequency limits extended to infinity:

\[
P=\Delta\Theta\,\mathcal R,\qquad
\mathcal R=\int_{-\infty}^{\infty}\frac{d\delta}{2\pi}\,\mathcal T .
\]

To do the integral, define the unit-area Lorentzian \(L_\gamma(x)=(\gamma/\pi)/(x^2+\gamma^2)\). Then \(1/D=(\pi/\gamma)^2L_\gamma(\delta-\kappa)L_\gamma(\delta+\kappa)\). The overlap of two Lorentzians whose centres are \(2\kappa\) apart is a convolution. The Fourier transform of \(L_\gamma\) is \(e^{-\gamma|t|}\), so convolution adds the widths:

\[
\int d\delta\,L_\gamma(\delta-\kappa)L_\gamma(\delta+\kappa)
=L_{2\gamma}(2\kappa)=\frac1\pi\frac{2\gamma}{4\kappa^2+4\gamma^2}.
\]

Multiplying by \((\pi/\gamma)^2\) gives \(\int d\delta/D=\pi/[2\gamma(\gamma^2+\kappa^2)]\), and hence

\[
\mathcal R=\frac{4\gamma^2\kappa^2}{2\pi}\,\frac{\pi}{2\gamma(\gamma^2+\kappa^2)}
=\frac{\gamma\kappa^2}{\gamma^2+\kappa^2}.
\]

Its derivative at fixed \(\kappa\) is

\[
\frac{\partial\mathcal R}{\partial\gamma}
=\kappa^2\frac{(\gamma^2+\kappa^2)-2\gamma^2}{(\gamma^2+\kappa^2)^2}
=\kappa^2\frac{\kappa^2-\gamma^2}{(\gamma^2+\kappa^2)^2}.
\]

This is positive below \(\gamma=\kappa\) and negative above it. There is one maximum, at \(\gamma=\kappa\), where \(P=\Delta\Theta\,\kappa/2\). If damping is quoted as an energy rate \(\gamma_E=2\gamma\), the same condition reads \(\gamma_E=2\kappa\).

### Why unit transmission is not enough

Expanding the denominator gives

\[
D=\delta^4+2(\gamma^2-\kappa^2)\delta^2+(\gamma^2+\kappa^2)^2 .
\]

As a function of \(\delta^2\), this is a parabola with its minimum at \(\delta^2=\kappa^2-\gamma^2\). For \(\gamma<\kappa\) that point is accessible, and there

\[
D=(\gamma^2+\kappa^2)^2-(\kappa^2-\gamma^2)^2=4\gamma^2\kappa^2,
\qquad \mathcal T=1 .
\]

Weakly damped resonators thus have two perfect transmission peaks, at \(\delta=\pm\sqrt{\kappa^2-\gamma^2}\). The peaks merge at \(\gamma=\kappa\). For \(\gamma\ge\kappa\) the maximum is at \(\delta=0\), with height \(4\gamma^2\kappa^2/(\gamma^2+\kappa^2)^2\).

The opening numbers now have an explanation. When \(\gamma\ll\kappa\), the peak near \(\delta=\kappa\) is \(\mathcal T\simeq\gamma^2/[(\delta-\kappa)^2+\gamma^2]\), because the other factor in \(D\) is about \(4\kappa^2\). Its area divided by \(2\pi\) is \(\gamma/2\), and the two peaks together give \(\gamma\). They are perfect but narrow. When \(\gamma\gg\kappa\), \(\mathcal R\simeq\kappa^2/\gamma\): the band is wide, but the transmission is low. At \(\gamma=3.0\) meV its peak is only 0.072.

### What narrowband means

Let \(c^2=\gamma^2+\kappa^2\). Under \(\delta\to c^2/\delta\), the expanded form of \(D\) becomes \(c^4D/\delta^4\), while \(d\delta\) becomes \(c^2d\delta/\delta^2\) after the limits are reversed. Therefore

\[
\int_0^\infty\frac{d\delta}{D}
=\frac1{c^2}\int_0^\infty\frac{\delta^2d\delta}{D},
\qquad
\langle\delta^2\rangle_{\mathcal T}=\gamma^2+\kappa^2 .
\]

The average is weighted by \(\mathcal T\). The band has root-mean-square half-width \(\sqrt{\gamma^2+\kappa^2}\), and \(\Delta\Theta\) must be nearly flat on this scale. A linear slope cancels because \(\mathcal T\) is even in \(\delta\); curvature gives the first correction. We also need \(\gamma,\kappa\ll\omega_0\) for the coupled-mode equations to represent ordinary oscillators near resonance.

## Second derivation: the energy balance

The same power follows without a spectrum. Take \(\Theta_i=\Theta(\omega_0,T_i)\) as constant from the start, so that the noise is white in time:

\[
\langle n_i^*(t)n_j(t')\rangle=\Theta_i\delta_{ij}\delta(t-t').
\]

Let \(E_i=\langle|a_i|^2\rangle\) and \(C=\langle a_1^*a_2\rangle=X+iY\). Noise at time \(t\) has produced half of its delta-function response in its own resonator, so \(\langle a_i^*\sqrt{2\gamma}\,n_i\rangle=\gamma\Theta_i\). Adding the complex conjugate gives an energy input \(2\gamma\Theta_i\). The noise has no equal-time correlation with the other resonator, which responds only after energy has passed through the coupling.

The coupling adds \(2\,\mathrm{Re}(i\kappa C)=-2\kappa Y\) to \(\dot E_1\) and \(2\,\mathrm{Re}(i\kappa C^*)=+2\kappa Y\) to \(\dot E_2\). The energy flow from 1 to 2 is therefore \(J=2\kappa Y\), and

\[
\dot E_1=2\gamma(\Theta_1-E_1)-J,\qquad
\dot E_2=2\gamma(\Theta_2-E_2)+J .
\]

For the cross-correlation, \(\dot a_1^*\) contains \((i\omega_0-\gamma)a_1^*-i\kappa a_2^*\). The terms in \(\omega_0\) cancel against those from \(\dot a_2\), leaving

\[
\dot C=-2\gamma C+i\kappa(E_1-E_2).
\]

In the steady state \(C=i\kappa(E_1-E_2)/(2\gamma)\), so

\[
J=\frac{\kappa^2}{\gamma}(E_1-E_2).
\]

The energy equations give \(E_1=\Theta_1-J/(2\gamma)\) and \(E_2=\Theta_2+J/(2\gamma)\). Subtracting them yields \(E_1-E_2=\Delta\Theta-J/\gamma\), and hence

\[
\frac{\Delta\Theta}{J}=\frac1\gamma+\frac{\gamma}{\kappa^2},
\qquad
J=\Delta\Theta\,\frac{\gamma\kappa^2}{\gamma^2+\kappa^2}.
\]

This is the earlier power, now written as resistances in series. The two contacts between resonators and baths contribute \(1/(2\gamma)\) each. The link between the resonators contributes \(\gamma/\kappa^2\), because damping destroys the correlation \(C\) that carries the flow. More damping improves the contacts and worsens the link. Since the product of \(1/\gamma\) and \(\gamma/\kappa^2\) is fixed at \(1/\kappa^2\), their sum is smallest when they are equal, again at \(\gamma=\kappa\).

At the optimum, half of \(\Delta\Theta\) drops across the contacts and half across the link. The maximum is broad: with \(r=\gamma/\kappa\), the power relative to its maximum is \(2r/(1+r^2)\), which is 0.8 at both \(r=1/2\) and \(r=2\).

The roles of \(\gamma\) and \(\kappa\) are not interchangeable. At fixed \(\gamma\), increasing \(\kappa\) lowers the link resistance and leaves the contacts alone. The power then rises steadily towards \(\gamma\Delta\Theta\), with no peak.

### Resonators that are not identical

Let the frequencies be \(\omega_0\pm\Delta/2\) and the dampings \(\gamma_1,\gamma_2\), with \(s=\gamma_1+\gamma_2\). The contact resistances become \(1/(2\gamma_1)\) and \(1/(2\gamma_2)\). The correlation obeys

\[
0=(i\Delta-s)C+i\kappa(E_1-E_2),
\qquad
Y=\frac{\kappa s(E_1-E_2)}{s^2+\Delta^2}.
\]

Using \(J=2\kappa Y\), we find

\[
\frac{\Delta\Theta}{J}
=\frac1{2\gamma_1}+\frac1{2\gamma_2}
+\frac{s^2+\Delta^2}{2\kappa^2s}.
\]

For equal dampings this is \((1+\Delta^2/4\kappa^2)/\gamma+\gamma/\kappa^2\), which is smallest at \(\gamma=\sqrt{\kappa^2+\Delta^2/4}\). For \(\Delta=0\) it is \(\tfrac12s[1/(\gamma_1\gamma_2)+1/\kappa^2]\). If the ratio of dampings is fixed, \(s\) is proportional to \(g=\sqrt{\gamma_1\gamma_2}\), and the quantity to minimise is \(1/g+g/\kappa^2\). The optimum is then \(\sqrt{\gamma_1\gamma_2}=\kappa\).

## What each derivation assumes

The spectral derivation permits a frequency-dependent \(\Theta\) until the last integral. It shows where in frequency the heat flows and how wide the band is. The energy balance assumes white noise at the outset, but gives the stored energies and extends readily to unequal resonators. Both assume linear response, constant \(\gamma\) and \(\kappa\), and no loss except to each resonator's own bath. Both also use amplitudes rotating in one sense.

This last assumption can be removed for classical oscillators. Take unit masses, positions \(x_i\), velocities \(v_i\), and

\[
\dot v_1=-2\gamma v_1-\omega_0^2x_1+hx_2+f_1,\qquad h=2\omega_0\kappa,
\]

with the labels exchanged for oscillator 2. The forces are white and give each isolated oscillator \(\langle v_i^2\rangle=kT_i\). The static potential is stable when \(\omega_0^2-2\omega_0\kappa>0\), or \(\kappa<\omega_0/2\).

In the steady state \(\langle x_iv_i\rangle=0\) and \(\langle x_1v_2\rangle=-\langle x_2v_1\rangle=q_c\). The force \(hx_1\) does work on oscillator 2 at the rate \(J=hq_c\). Stationarity of \(\langle x_iv_i\rangle\) gives

\[
\langle v_i^2\rangle-\omega_0^2\langle x_i^2\rangle+h\langle x_1x_2\rangle=0 ,
\]

so the difference between the oscillators obeys \(\Delta\langle v^2\rangle=\omega_0^2\Delta\langle x^2\rangle\). Subtracting the stationary equations for \(\langle x_1v_2\rangle\) and \(\langle x_2v_1\rangle\) gives \(-4\gamma q_c+h\Delta\langle x^2\rangle=0\), or \(\Delta\langle x^2\rangle=4\gamma J/h^2\). The kinetic-energy balances give \(\Delta\langle v^2\rangle=k\Delta T-J/\gamma\). Combining these results,

\[
k\Delta T-\frac J\gamma=\frac{4\omega_0^2\gamma J}{h^2}
=\frac{\gamma J}{\kappa^2}.
\]

The resistance is again \(1/\gamma+\gamma/\kappa^2\), now without weak damping or a rotating-wave approximation. The price is classical white noise, which would give the wrong thermal energy for the example below.

## The two spheres

The spheres have the dielectric function

\[
\epsilon=\epsilon_\infty+\frac{S}{X},\qquad
X=\omega_T^2-\omega^2-2i\gamma\omega,\qquad
S=\epsilon_\infty(\omega_L^2-\omega_T^2).
\]

Rough, rounded values typical of cubic silicon carbide are \(\omega_T=98\) meV, \(\omega_L=120\) meV, \(\epsilon_\infty=6.7\) and \(\gamma=0.30\) meV. They give \(S=6.7(120^2-98^2)=32133\) meV². With \(b=\epsilon_\infty+2=8.7\), the polarizability of a small sphere is

\[
\frac{\alpha}{R^3}=\frac{\epsilon-1}{\epsilon+2}
=\frac{(\epsilon_\infty-1)X+S}{bX+S}
=\frac{\epsilon_\infty-1}{b}+\frac{3S/b^2}{X+S/b}.
\]

The last term is an oscillator of strength \(F=3S/b^2=1273.6\) meV² and frequency \(\omega_0=\sqrt{\omega_T^2+S/b}=115.3\) meV. Drop the constant term for now. An axial dipole \(p_2\) produces a field \(2p_2/d^3\) at the other sphere. Near resonance \(X+S/b\simeq-2i\omega_0(\gamma-i\delta)\), so

\[
(\gamma-i\delta)p_1=i\kappa p_2,\qquad
\kappa=\frac{2F}{2\omega_0}\left(\frac Rd\right)^3
=\frac{1273.6}{115.3\times27}=0.409\ \text{meV}.
\]

Neither \(\omega_0\) nor \(\kappa\) contains \(\gamma\), so in this model the damping can be varied alone.

At 400 K and 300 K the mode energies are 4.213 and 1.348 meV, so \(\Delta\Theta=2.865\) meV. At the material damping \(\mathcal R=0.1951\) meV. Since \(1\ \text{meV}^2/\hbar=243.4\) pW,

\[
P=2.865\times0.1951\times243.4\ \text{pW}=136\ \text{pW}.
\]

At \(\gamma=\kappa\) the power is 142.6 pW, so the material damping already gives 95% of the axial maximum. The bandwidth \(\sqrt{0.30^2+0.409^2}=0.51\) meV is small beside \(\omega_0\). At this damping, including the Planck spectrum and counter-rotating terms changes the power by less than 0.01%; at \(\gamma=3.0\) meV, where the band is six times wider, the change is 0.15%.

A separate calculation with fluctuating dipoles and the full dielectric function gives 136.3 pW, 0.2% above the formula, with its optimum at 0.410 meV. Restoring the constant polarizability also raises the half-splitting to 0.410 meV.

The spheres have two transverse dipole pairs as well, each with \(|\kappa|=0.205\) meV. One damping cannot match both couplings. For all three pairs the formula gives 269 pW at the material damping and a compromise optimum at 0.289 meV. The condition \(\gamma=\kappa\) belongs to one pair of modes, not to the total heat flow.

### Compared with real devices

The phonon parameters are of the right size for silicon carbide, but isolated spheres with a 100 K difference across a 25 nm gap are an idealised geometry. Higher multipoles lower the axial dipole coupling only to 0.4075 meV, but they also open new channels. Treated as a separate pair, with the coupling and frequency found in the multipole calculation, the axial quadrupoles would carry 30 pW, and the dipole of one sphere also exchanges heat with the quadrupole of the other. A quasistatic sum over all multipoles raises the axial flow from 136 to about 207 pW and moves its best damping to about 0.38 meV. Over all orientations the flow rises from 269 to about 430 pW, with the best damping near 0.25 meV. The dipole powers above therefore illustrate the matching rule; they are not the total exchange between such spheres. Retardation changes the axial coupling by 0.1%, and radiation damping is about \(10^{-5}\) meV.

Temperature also makes the spheres unequal. An assumed softening of 0.0025 meV/K detunes them by 0.25 meV, lowers the power of the axial dipole pair by about 6% and moves its optimum to 0.428 meV. With all axial multipoles the loss is about 4% and the best damping moves from 0.38 to about 0.40 meV. If the hot sphere's damping is also 30% higher, the combined power change is −3%. Both coefficients are rough assumptions.

Gas is a larger concern. In a free-flight estimate with full thermal accommodation, nitrogen at 1.1 Torr carries as much heat from the hot sphere as the axial mode does. Seeing the resonant exchange would require a much lower pressure, and heat conducted through supports, omitted here, would have to be separated from it. Matching damping to coupling is therefore a useful design rule when one known mode pair dominates, its detuning is small beside \(2\kappa\), its coupling stays fixed, and other heat paths are small. The remaining values are in the numerical output.

## Computed values

```
INPUTS (rough, silicon-carbide-like)
transverse, longitudinal phonon energy: 98.0, 120.0 meV
high-frequency dielectric constant: 6.7
amplitude damping gamma: 0.30 meV
sphere radius, centre distance: 25, 75 nm
hot, cold temperature: 400, 300 K
AXIAL PAIR
S = eps_inf*(wL^2-wT^2): 32133.2 meV^2
oscillator strength F: 1273.6 meV^2
resonance w0: 115.315 meV
coupling kappa, axial: 0.4091 meV
coupling kappa, transverse (magnitude): 0.2045 meV
Theta hot, cold, difference: 4.2128, 1.3481, 2.8646 meV
integrated rate at material gamma: 0.1951 meV
power at material gamma: 136.03 pW
power at gamma = kappa: 142.62 pW
fraction of optimum at material gamma: 0.9538
gamma (meV), power (pW), peak transmission, transmission at w0
  0.1000  65.80  1.0000  0.2128
  0.3000  136.03  1.0000  0.9097
  0.4091  142.62  1.0000  1.0000
  1.0000  99.95  0.4912  0.4912
  3.0000  38.18  0.0717  0.0717
FULL DIELECTRIC FUNCTION AND PLANCK SPECTRUM, DIPOLES
axial power: 136.32 pW; change from formula 0.216 %
axial optimum gamma: 0.4101 meV
three dipole pairs, formula: 268.78 pW
three dipole pairs, full dipoles: 269.20 pW
three-pair optimum, formula: 0.2893 meV
three-pair optimum, full dipoles: 0.2899 meV
NEGLECTED EFFECTS
Planck and counter-rotating, power change: 0.0045 %
Planck and counter-rotating, optimum: 0.40908 meV
kappa with background polarizability: 0.4101 meV
kappa with multipoles to order 12: 0.4075 meV
shift of kappa, order 6 to 12: 3.2e-06 meV
mean frequency, background only / multipoles: 115.294 / 115.242 meV
axial quadrupole kappa, frequency: 0.1232, 116.299 meV
axial quadrupole power: 29.66 pW
retardation: kd = 0.0438, axial coupling change 0.096 %
radiation damping: 1.15e-05 meV
softening (rough): 0.0025 meV/K, detuning 0.250 meV
power ratio with detuning: 0.9428
optimum gamma with detuning: 0.4277 meV
hot-sphere damping (rough, 30 % higher): 0.390 meV
power ratio with extra damping: 1.0231; with both: 0.9707
nitrogen pressure for equal heat flow: 1.09 Torr
```
